# The locality approximation: a second-order energy error of either sign: verification in Python

```python
"""
Locality approximation in diffusion Monte Carlo (Rydberg units, -laplacian).
H = -lap + V + W, W = v(r) P0, P0 = projector on l=0 about the origin.
Localized Hamiltonian: H_T = -lap + V + W_T, W_T = (W psi_T)/psi_T.
Result under test: with psi_T = psi0*exp(eps*f), the ground energy E_LA of H_T
obeys E_LA - E0 = eps^2*E2 + O(eps^3), where
  E2 = <chi|D0|chi> - <chi|D0 (H0-E0)^-1 D0|chi>,
chi = (f-<f>) psi0, D0 = (W psi0)/psi0 - W, H0 = H + D0; E2 has either sign.
V is chosen so that psi0 ~ exp(-r^2/2 + b z) is exact with E0 = 3 - b^2.
"""
import numpy as np
from scipy.special import eval_genlaguerre, eval_legendre, gammaln
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
b = 0.5
E0 = 3.0 - b**2

# product quadrature in r and c = cos(theta); azimuth is trivial
n_r, n_c, r_max = 120, 24, 12.0
x, wx = np.polynomial.legendre.leggauss(n_r)
r1 = 0.5 * r_max * (x + 1)
w_r = 0.5 * r_max * wx * r1**2
c1, w_c = np.polynomial.legendre.leggauss(n_c)
r = np.repeat(r1, n_c)
c = np.tile(c1, n_r)
z = r * c
w = np.repeat(w_r, n_c) * np.tile(w_c, n_r)


def integral(g):
    return float(np.sum(w * g))


def s_average(g):
    """Action of P0: average over angles at fixed r."""
    return np.repeat(g.reshape(n_r, n_c) @ w_c / 2, n_c)


psi0 = np.exp(-r**2 / 2 + b * z)
psi0 /= np.sqrt(integral(psi0**2))


class Model:
    def __init__(self, v, n_max=15, l_max=8):
        self.v = v
        rows, energies, ls = [], [], []
        for l in range(l_max + 1):
            ang = np.sqrt((2 * l + 1) / 2) * eval_legendre(l, c)
            for n in range(n_max + 1):
                norm = np.exp(0.5 * (np.log(2) + gammaln(n + 1)
                                     - gammaln(n + l + 1.5)))
                rad = norm * r**l * np.exp(-r**2 / 2)
                rad = rad * eval_genlaguerre(n, l + 0.5, r**2)
                rows.append(rad * ang)
                energies.append(2 * (2 * n + l) + 3)
                ls.append(l)
        self.basis = np.array(rows)
        is_s = np.array(ls) == 0
        self.W = self.matrix(v) * np.outer(is_s, is_s)
        self.W0_local = self.localized(psi0)
        self.H0 = np.diag(np.array(energies, float)) - 2 * b * self.matrix(z)
        self.H_loc = self.H0 - self.matrix(self.W0_local)
        self.H = self.H_loc + self.W

    def matrix(self, u):
        return (self.basis * (w * u)) @ self.basis.T

    def coef(self, g):
        return self.basis @ (w * g)

    def localized(self, psi):
        return self.v * s_average(psi) / psi

    def solve(self, psi):
        """Ground energy and state of the localized Hamiltonian."""
        e, u = np.linalg.eigh(self.H_loc + self.matrix(self.localized(psi)))
        return e[0], u[:, 0]

    def error(self, f, eps):
        return self.solve(psi0 * np.exp(eps * f))[0] - E0

    def vmc_error(self, psi):
        a = self.coef(psi)
        return a @ self.H @ a / (a @ a) - E0

    def second_order(self, f):
        chi = (f - integral(f * psi0**2)) * psi0
        d_chi = self.W0_local * chi - self.v * s_average(chi)
        direct = integral(chi * d_chi)
        e, u = np.linalg.eigh(self.H0)
        gap = e[1:] - e[0]
        q = (u.T @ self.coef(d_chi))[1:]
        relax = np.sum(q**2 / gap)
        a = self.coef(chi)
        ha = self.H @ a - E0 * a
        p = (u.T @ ha)[1:]
        vmc_part = a @ ha
        gain = np.sum(p**2 / gap)
        return direct, relax, vmc_part, gain


gauss = np.exp(-r**2)
models = {"plus": Model(gauss), "minus": Model(-gauss),
          "mixed": Model((1 - r**2) * gauss)}
trials = {"z": z, "inner": z * gauss, "outer": z * (1 - gauss)}

# the constructed state is the true ground state of the nonlocal H
print(f"b = {b} 1/bohr; exact E0 = {E0:.6f} Ry = {E0*RY_EV:.5f} eV")
for name, m in models.items():
    levels = np.linalg.eigvalsh(m.H)
    assert abs(levels[0] - E0) < 1e-7
    closed = m.v * np.sinh(b * r) / (b * r) * np.exp(-b * z)
    assert np.max(np.abs(closed - m.W0_local)) < 1e-10
    print(f"v {name}: lowest two levels of H = "
          f"{levels[0]:.6f}, {levels[1]:.6f} Ry")

# second-order law, exact identity, mixed estimator, variational bound
E2 = {}
for name, m in models.items():
    for label, f in trials.items():
        direct, relax, vmc_part, gain = m.second_order(f)
        E2[name, label] = direct - relax
        assert abs((direct - relax) - (vmc_part - gain)) < 1e-6
        h = 0.05
        ep, em = m.error(f, h), m.error(f, -h)
        ep2, em2 = m.error(f, 2 * h), m.error(f, -2 * h)
        curv = (4 * (ep + em) / (2 * h**2)
                - (ep2 + em2) / (8 * h**2)) / 3
        slope = (4 * (ep - em) / (2 * h) - (ep2 - em2) / (4 * h)) / 3
        assert abs(slope) < 1e-5
        assert abs(curv - E2[name, label]) < 1e-3 * abs(curv) + 1e-6
        # pair formula for the quadratic form of D0
        F, P = f.reshape(n_r, n_c), psi0.reshape(n_r, n_c)
        diff2 = (F[:, :, None] - F[:, None, :])**2
        pair = np.einsum("i,ij,ik,ijk,j,k->i", w_r, P, P, diff2, w_c, w_c)
        pair = 0.25 * np.sum(pair * m.v.reshape(n_r, n_c)[:, 0])
        assert abs(pair - direct) < 1e-9
        # finite trial error
        psi = psi0 * np.exp(0.5 * f)
        e_la, vec = m.solve(psi)
        a = m.coef(psi)
        assert abs(a @ m.H @ vec / (a @ vec) - e_la) < 1e-6
        assert e_la - E0 <= m.vmc_error(psi) + 1e-9
        phi = vec @ m.basis
        phi *= np.sqrt(integral(psi**2)) * np.sign(integral(phi * psi))
        delta = phi - psi
        d_delta = m.localized(psi) * delta - m.v * s_average(delta)
        identity = integral((psi0 - psi) * d_delta) / integral(psi0 * phi)
        assert abs(identity - (e_la - E0)) < 1e-7
        print(f"v {name}, f {label}: <D0> = {direct:+.6f}, relax = "
              f"{relax:.6f}, E2 = {direct-relax:+.6f} Ry")
        print(f"   VMC part = {vmc_part:.6f}, DMC gain = {gain:.6f}, "
              f"measured curvature = {curv:+.6f} Ry")

# approach to the quadratic law for kernels of one sign
for name in ("plus", "minus"):
    for eps in (0.4, 0.2, 0.1):
        err = models[name].error(z, eps)
        print(f"v {name}, f z, eps = {eps}: E_LA-E0 = {err:+.7f} Ry, "
              f"/eps^2 = {err/eps**2:+.6f} Ry")

# kernels of one sign order the operators for any positive trial function
for name, sign in (("plus", 1), ("minus", -1)):
    m = models[name]
    for f in trials.values():
        for eps in (-1.0, 0.3, 1.0):
            psi = psi0 * np.exp(eps * f)
            D = m.matrix(m.localized(psi)) - m.W
            assert np.min(sign * np.linalg.eigvalsh(D)) > -1e-9
            assert sign * m.error(f, eps) > 0

# one Hamiltonian, both signs
m = models["mixed"]
found = {}
for label in ("inner", "outer"):
    f = trials[label]
    found[label] = m.error(f, 0.5)
    ev = m.vmc_error(psi0 * np.exp(0.5 * f))
    print(f"v mixed, f {label}, eps = 0.5: E_LA-E0 = {found[label]:+.6f} Ry"
          f" = {1000*found[label]*RY_EV:+.3f} meV")
    print(f"   E_VMC-E0 = {ev:+.6f} Ry")
assert found["inner"] > 0 > found["outer"]
assert E2["mixed", "inner"] > 0 > E2["mixed", "outer"]

# a radial trial error leaves the localized potential unchanged
for name, m in models.items():
    err = m.error(gauss, 0.5)
    ev = m.vmc_error(psi0 * np.exp(0.5 * gauss))
    assert abs(err) < 1e-7 and ev > 1e-4
    print(f"v {name}, radial f, eps = 0.5: |E_LA-E0| = {abs(err):.0e} Ry, "
          f"E_VMC-E0 = {ev:.6f} Ry")

# basis convergence
small = Model((1 - r**2) * gauss, n_max=11, l_max=6)
change = max(abs(small.error(trials[k], 0.5) - found[k]) for k in found)
assert change < 1e-6
print(f"largest change of E_LA with a smaller basis = {change:.0e} Ry")
print("success")
```

It prints:

```
b = 0.5 1/bohr; exact E0 = 2.750000 Ry = 37.41566 eV
v plus: lowest two levels of H = 2.750000, 4.595178 Ry
v minus: lowest two levels of H = 2.750000, 4.883361 Ry
v mixed: lowest two levels of H = 2.750000, 4.787006 Ry
v plus, f z: <D0> = +0.071797, relax = 0.008259, E2 = +0.063538 Ry
   VMC part = 0.928203, DMC gain = 0.864665, measured curvature = +0.063538 Ry
v plus, f inner: <D0> = +0.012426, relax = 0.001412, E2 = +0.011014 Ry
   VMC part = 0.138915, DMC gain = 0.127901, measured curvature = +0.011014 Ry
v plus, f outer: <D0> = +0.032846, relax = 0.003083, E2 = +0.029763 Ry
   VMC part = 0.884488, DMC gain = 0.854724, measured curvature = +0.029763 Ry
v minus, f z: <D0> = -0.071797, relax = 0.008259, E2 = -0.080056 Ry
   VMC part = 1.071797, DMC gain = 1.151853, measured curvature = -0.080056 Ry
v minus, f inner: <D0> = -0.012426, relax = 0.001412, E2 = -0.013838 Ry
   VMC part = 0.163767, DMC gain = 0.177606, measured curvature = -0.013838 Ry
v minus, f outer: <D0> = -0.032846, relax = 0.003083, E2 = -0.035929 Ry
   VMC part = 0.950180, DMC gain = 0.986109, measured curvature = -0.035929 Ry
v mixed, f z: <D0> = -0.019476, relax = 0.001108, E2 = -0.020585 Ry
   VMC part = 1.019476, DMC gain = 1.040061, measured curvature = -0.020585 Ry
v mixed, f inner: <D0> = +0.004594, relax = 0.000185, E2 = +0.004409 Ry
   VMC part = 0.146747, DMC gain = 0.142337, measured curvature = +0.004409 Ry
v mixed, f outer: <D0> = -0.022963, relax = 0.000879, E2 = -0.023842 Ry
   VMC part = 0.940296, DMC gain = 0.964138, measured curvature = -0.023842 Ry
v plus, f z, eps = 0.4: E_LA-E0 = +0.0100011 Ry, /eps^2 = +0.062507 Ry
v plus, f z, eps = 0.2: E_LA-E0 = +0.0025125 Ry, /eps^2 = +0.062813 Ry
v plus, f z, eps = 0.1: E_LA-E0 = +0.0006312 Ry, /eps^2 = +0.063117 Ry
v minus, f z, eps = 0.4: E_LA-E0 = -0.0137734 Ry, /eps^2 = -0.086084 Ry
v minus, f z, eps = 0.2: E_LA-E0 = -0.0032850 Ry, /eps^2 = -0.082125 Ry
v minus, f z, eps = 0.1: E_LA-E0 = -0.0008088 Ry, /eps^2 = -0.080881 Ry
v mixed, f inner, eps = 0.5: E_LA-E0 = +0.001102 Ry = +14.989 meV
   E_VMC-E0 = +0.036621 Ry
v mixed, f outer, eps = 0.5: E_LA-E0 = -0.006697 Ry = -91.120 meV
   E_VMC-E0 = +0.276475 Ry
v plus, radial f, eps = 0.5: |E_LA-E0| = 6e-15 Ry, E_VMC-E0 = 0.099436 Ry
v minus, radial f, eps = 0.5: |E_LA-E0| = 7e-15 Ry, E_VMC-E0 = 0.099436 Ry
v mixed, radial f, eps = 0.5: |E_LA-E0| = 6e-15 Ry, E_VMC-E0 = 0.099436 Ry
largest change of E_LA with a smaller basis = 2e-07 Ry
success
```
